**Recoupling four angular momenta: the 9j symbol from 6j symbols**

The program tests the expression of the 9j symbol as a sum over $x$ of $(-1)^{2x}(2x+1)$ times three 6j symbols. Here $j_1,\dots,j_4$ are the coupled momenta, $J_{12},J_{34},J_{13},J_{24}$ the pair momenta, $J$ the total, and $x$ the total momentum of $j_2,j_3,j_4$. Coupled states are built from ladder operators, and their overlaps are compared with formulas that use 6j values from Racah's closed expression. The program asserts the 6j definition and the middle recoupling step on 421 overlaps each, and the full formula and the row exchange rule on 269 symbols. The largest difference between a direct 9j value and the 6j sum is $3.3\times10^{-16}$, and 137 of the symbols come out wrong if $(-1)^{2x}$ is omitted. For a p and a d electron the output gives the amplitude $-0.2789$ between $^3D_2$ and $(3/2,5/2)$, with probability $7/90$, and an orthogonal 4×4 recoupling matrix for $J=2$. Two examples with four spins 1/2 show the sign factor at work and an exact cancellation between two terms.

## Numerical check

```python
# Result under test: the 9j symbol, defined by the overlap
#   <((j1 j2)J12,(j3 j4)J34)J | ((j1 j3)J13,(j2 j4)J24)J>
#     = sqrt((2J12+1)(2J34+1)(2J13+1)(2J24+1)) * 9j{j1 j2 J12; j3 j4 J34; J13 J24 J},
# equals  sum_x (-1)^(2x) (2x+1) 6j{j1 j2 J12; J34 J x}
#                 * 6j{j3 j4 J34; j2 x J24} * 6j{j1 j3 J13; J24 J x}.
# j1..j4: the four angular momenta; J12, J34, J13, J24: pair values; J: total;
# x: intermediate angular momentum of the three momenta j2, j3, j4.
# Inside the program every angular momentum is stored as twice its value (an integer).
# Overlaps are built from ladder operators; 6j values come from Racah's closed formula.
from functools import lru_cache
from itertools import product
import numpy as np
import sympy as sp
from scipy.linalg import null_space
from sympy.physics.wigner import wigner_6j

TOL = 1e-10  # rounding errors of small double-precision contractions


def lowering(j):
    n = j + 1
    op = np.zeros((n, n))
    for i in range(j):
        m = j / 2 - i
        op[i + 1, i] = np.sqrt(j / 2 * (j / 2 + 1) - m * (m - 1))
    return op


def allowed(a, b):
    return range(abs(a - b), a + b + 1, 2)


@lru_cache(None)
def couple(a, b):
    """Clebsch-Gordan arrays [m_a, m_b, M] for every J, from ladder operators."""
    low = np.kron(lowering(a), np.eye(b + 1)) + np.kron(np.eye(a + 1), lowering(b))
    m_total = np.add.outer(a - 2 * np.arange(a + 1), b - 2 * np.arange(b + 1)).ravel()
    result = {}
    for J in allowed(a, b):
        index = np.where(m_total == J)[0]
        kernel = null_space(low.T[:, index])
        assert kernel.shape[1] == 1
        top = np.zeros(len(m_total))
        # Condon-Shortley phase: the component with the largest m_a is positive
        top[index] = kernel[:, 0] * np.sign(kernel[0, 0])
        states = [top]
        for k in range(J):
            m = J / 2 - k
            norm = np.sqrt(J / 2 * (J / 2 + 1) - m * (m - 1))
            states.append(low @ states[-1] / norm)
        result[J] = np.array(states).T.reshape(a + 1, b + 1, J + 1)
    return result


def gram(left, right):
    return left.reshape(-1, left.shape[-1]).T @ right.reshape(-1, right.shape[-1])


def scalar_overlap(left, right):
    """Overlap of two multiplets; also tests that it is diagonal in M and M-independent."""
    g = gram(left, right)
    assert np.allclose(g, g[0, 0] * np.eye(len(g)), atol=TOL)
    return g[0, 0]


@lru_cache(None)
def six_exact(*entries):
    return sp.sympify(wigner_6j(*[sp.Rational(n, 2) for n in entries]))


@lru_cache(None)
def six(*entries):
    return float(six_exact(*entries))


def phase(twice_exponent):
    assert twice_exponent % 2 == 0
    return -1 if (twice_exponent // 2) % 2 else 1


@lru_cache(None)
def pair_state(a, b, ab, c, d, cd, J):
    """((a b)ab, (c d)cd)J with axes m_a, m_b, m_c, m_d, M."""
    return np.einsum('abx,cdy,xyM->abcdM', couple(a, b)[ab], couple(c, d)[cd],
                     couple(ab, cd)[J], optimize=True)


def direct_overlap(j1, j2, J12, j3, j4, J34, J13, J24, J):
    left = pair_state(j1, j2, J12, j3, j4, J34, J)
    right = pair_state(j1, j3, J13, j2, j4, J24, J).transpose(0, 2, 1, 3, 4)
    return scalar_overlap(left, right)


def root_factor(J12, J34, J13, J24):
    return np.sqrt((J12 + 1) * (J34 + 1) * (J13 + 1) * (J24 + 1))


def direct_nine(*q):
    return direct_overlap(*q) / root_factor(q[2], q[5], q[6], q[7])


def sixj_entries(q, x):
    j1, j2, J12, j3, j4, J34, J13, J24, J = q
    return ((j1, j2, J12, J34, J, x), (j3, j4, J34, j2, x, J24),
            (j1, j3, J13, J24, J, x))


def x_values(q):
    j1, j2, J12, j3, j4, J34, J13, J24, J = q
    pairs = ((j1, J), (j2, J34), (j3, J24))
    return range(max(abs(a - b) for a, b in pairs), min(a + b for a, b in pairs) + 1, 2)


def summed_nine(q, keep_sign=True):
    total = 0.0
    for x in x_values(q):
        sign = (-1) ** x if keep_sign else 1
        total += sign * (x + 1) * np.prod([six(*e) for e in sixj_entries(q, x)])
    return total


# Three-momentum recouplings: the defining 6j overlap, the exchange rule,
# and the middle move of the derivation
n_three = 0
for a, b, d in product(range(4), repeat=3):
    for c in allowed(a, b):
        assert np.allclose(couple(a, b)[c],
                           phase(a + b - c) * couple(b, a)[c].transpose(1, 0, 2), atol=TOL)
        for f in allowed(b, d):
            for e in sorted(set(allowed(c, d)) & set(allowed(a, f))):
                left = np.einsum('abx,xdM->abdM', couple(a, b)[c], couple(c, d)[e])
                right = np.einsum('bdy,ayM->abdM', couple(b, d)[f], couple(a, f)[e])
                formula = phase(a + b + d + e) * np.sqrt((c + 1) * (f + 1)) * six(a, b, c, d, e, f)
                assert abs(scalar_overlap(left, right) - formula) < TOL
                n_three += 1

n_middle = 0
for j2, j3, j4 in product(range(4), repeat=3):
    for J34, J24 in product(allowed(j3, j4), allowed(j2, j4)):
        for x, x_other in product(allowed(j2, J34), allowed(j3, J24)):
            left = np.einsum('cdy,byM->bcdM', couple(j3, j4)[J34], couple(j2, J34)[x])
            right = np.einsum('bdy,cyM->bcdM', couple(j2, j4)[J24], couple(j3, J24)[x_other])
            if x != x_other:
                assert np.max(np.abs(gram(left, right))) < TOL
                continue
            formula = (phase(3 * j2 + j3 + 2 * j4 + J34 - J24)
                       * np.sqrt((J34 + 1) * (J24 + 1)) * six(j3, j4, J34, j2, x, J24))
            assert abs(scalar_overlap(left, right) - formula) < TOL
            n_middle += 1

# The complete 9j formula, the row exchange rule and the alternative third 6j
n_nine, n_sign, worst = 0, 0, 0.0
for j1, j2, j3, j4 in [(1, 1, 1, 1), (2, 4, 1, 1), (1, 2, 2, 3), (3, 2, 1, 2), (2, 2, 2, 2)]:
    for J12, J34, J13, J24 in product(allowed(j1, j2), allowed(j3, j4),
                                      allowed(j1, j3), allowed(j2, j4)):
        for J in sorted(set(allowed(J12, J34)) & set(allowed(J13, J24))):
            q = (j1, j2, J12, j3, j4, J34, J13, J24, J)
            direct = direct_nine(*q)
            worst = max(worst, abs(direct - summed_nine(q)))
            assert abs(direct - summed_nine(q)) < TOL
            swapped = direct_nine(j3, j4, J34, j1, j2, J12, J13, J24, J)
            assert abs(swapped - phase(sum(q)) * direct) < TOL
            for x in x_values(q):
                assert abs(six(j1, j3, J13, J24, J, x) - six(J13, J24, J, x, j1, j3)) < TOL
            n_nine += 1
            n_sign += abs(direct - summed_nine(q, keep_sign=False)) > 1e-6
assert n_sign > 0

print("All quantities are dimensionless")
print(f"6j definition: overlaps tested = {n_three}")
print(f"middle move: overlaps tested = {n_middle}")
print(f"9j formula: symbols tested = {n_nine}")
print(f"largest |direct 9j - 6j sum| = {worst:.1e}")
print(f"symbols that come out wrong without (-1)^(2x) = {n_sign}")


def half(n):
    return str(sp.Rational(n, 2))


def show(title, q):
    print(title)
    print("  9j rows: " + "; ".join(" ".join(half(n) for n in q[i:i + 3]) for i in (0, 3, 6)))
    total = sp.Integer(0)
    for x in x_values(q):
        values = [six_exact(*e) for e in sixj_entries(q, x)]
        term = sp.simplify((-1) ** x * (x + 1) * values[0] * values[1] * values[2])
        total += term
        print(f"  x = {half(x)}: three 6j = " + ", ".join(str(sp.simplify(v)) for v in values))
        print(f"    signed weighted term = {term} = {float(term):.8f}")
    total = sp.simplify(total)
    direct = direct_overlap(*q)
    factor = root_factor(q[2], q[5], q[6], q[7])
    assert abs(float(total) * factor - direct) < TOL
    print(f"  9j from sum = {total} = {float(total):.8f}")
    print(f"  root factor = {factor:.6f}, direct overlap = {direct:.8f}")
    return total


# p and d electron, J = 2: orbital momenta 1 and 2, spins 1/2 and 1/2
main = (2, 4, 4, 1, 1, 2, 3, 5, 4)
value = show("p d, 3D2 to (3/2,5/2), J = 2", main)
weight = sp.simplify(value ** 2 * (main[2] + 1) * (main[5] + 1) * (main[6] + 1) * (main[7] + 1))
print(f"  squared overlap = {weight} = {float(weight):.6f}")

terms = [("1D2", 4, 0), ("3P2", 2, 2), ("3D2", 4, 2), ("3F2", 6, 2)]
jj_pairs = [(1, 3), (1, 5), (3, 3), (3, 5)]
matrix = np.array([[root_factor(L, S, ja, jb) * summed_nine((2, 4, L, 1, 1, S, ja, jb, 4))
                    for ja, jb in jj_pairs] for _, L, S in terms])
assert np.allclose(matrix @ matrix.T, np.eye(4), atol=TOL)
print("p d recoupling matrix, J = 2; columns (j of p, j of d):")
print("        " + "".join(f"{'(' + half(a) + ',' + half(b) + ')':>12}" for a, b in jj_pairs))
for (name, _, _), row in zip(terms, matrix):
    print(f"  {name:6}" + "".join(f"{v:12.6f}" for v in row))
print(f"  largest deviation from orthogonality = {np.max(np.abs(matrix @ matrix.T - np.eye(4))):.1e}")

singlet = (1, 1, 0, 1, 1, 0, 0, 0, 0)
show("Four spins 1/2, pair singlets, total singlet", singlet)
print(f"  sum without (-1)^(2x) = {summed_nine(singlet, keep_sign=False):.6f}")

triplet = (1, 1, 2, 1, 1, 2, 2, 2, 2)
zero = show("Four spins 1/2, all pair spins 1, total spin 1", triplet)
assert zero == 0
print(f"  sum of the nine entries = {half(sum(triplet))}")

print("finished without a failed check")
```

Running it gives:

```
All quantities are dimensionless
6j definition: overlaps tested = 421
middle move: overlaps tested = 421
9j formula: symbols tested = 269
largest |direct 9j - 6j sum| = 3.3e-16
symbols that come out wrong without (-1)^(2x) = 137
p d, 3D2 to (3/2,5/2), J = 2
  9j rows: 1 2 2; 1/2 1/2 1; 3/2 5/2 2
  x = 2: three 6j = 1/6, -sqrt(5)/15, sqrt(35)/30
    signed weighted term = -sqrt(7)/108 = -0.02449770
  x = 3: three 6j = 1/15, sqrt(2)/6, sqrt(14)/42
    signed weighted term = sqrt(7)/270 = 0.00979908
  9j from sum = -sqrt(7)/180 = -0.01469862
  root factor = 18.973666, direct overlap = -0.27888668
  squared overlap = 7/90 = 0.077778
p d recoupling matrix, J = 2; columns (j of p, j of d):
           (1/2,3/2)   (1/2,5/2)   (3/2,3/2)   (3/2,5/2)
  1D2       0.447214   -0.365148    0.447214    0.683130
  3P2      -0.141421    0.692820   -0.282843    0.648074
  3D2       0.182574    0.596285    0.730297   -0.278887
  3F2       0.864099    0.176383   -0.432049   -0.188562
  largest deviation from orthogonality = 4.4e-16
Four spins 1/2, pair singlets, total singlet
  9j rows: 1/2 1/2 0; 1/2 1/2 0; 0 0 0
  x = 1/2: three 6j = -sqrt(2)/2, -1/2, -sqrt(2)/2
    signed weighted term = 1/2 = 0.50000000
  9j from sum = 1/2 = 0.50000000
  root factor = 1.000000, direct overlap = 0.50000000
  sum without (-1)^(2x) = -0.500000
Four spins 1/2, all pair spins 1, total spin 1
  9j rows: 1/2 1/2 1; 1/2 1/2 1; 1 1 1
  x = 1/2: three 6j = -1/3, 1/6, -1/3
    signed weighted term = -1/27 = -0.03703704
  x = 3/2: three 6j = -1/6, -1/3, -1/6
    signed weighted term = 1/27 = 0.03703704
  9j from sum = 0 = 0.00000000
  root factor = 9.000000, direct overlap = 0.00000000
  sum of the nine entries = 7
finished without a failed check
```
